# Why a six-fifths depth power fits grain-boundary diffusion tails

## What scaling fixes and what it leaves open

A single flat grain boundary of width $\delta$ and diffusivity $D_b$ runs down from the surface into a crystal of diffusivity $D\ll D_b$. The crystal is empty at time zero, and the surface is then held at concentration $c_s$. There is no segregation, so the concentration is continuous between boundary and crystal. Let $y$ be the depth and $x$ the distance from the boundary face.

Three processes matter in the tail: transport down the boundary, leakage sideways, and accumulation in the crystal. For the moment, storage inside the boundary and bulk diffusion along $y$ are left out. Then

$$\frac{\partial c}{\partial t}=D\frac{\partial^2c}{\partial x^2},\qquad
\delta D_b\frac{\partial^2c_b}{\partial y^2}+2D\left.\frac{\partial c}{\partial x}\right|_{x=0}=0 .$$

The factor 2 counts the two faces. The first equation sets the sideways length $\sqrt{Dt}$. In the second, balancing $\delta D_b/\ell^2$ against $2D/\sqrt{Dt}$ sets the depth unit

$$\ell^2=\frac{\delta D_b}{2}\sqrt{\frac tD},\qquad w=\frac y\ell .$$

No other length remains, so the tracer in a thin layer at depth $y$, per unit length of boundary and unit layer thickness, must be

$$q(y,t)=2c_s\sqrt{Dt}\;G(w).$$

Scaling thus fixes the variable $w\propto y/t^{1/4}$. It does not say that $\ln G$ is linear in any power of $w$. That question needs a local measure. With $L=\ln q$, define

$$n(w)=1+\frac{wL''}{L'}=1+\frac{d\ln|L'|}{d\ln w},$$

where primes are derivatives with respect to $w$. If $L=a-Bw^\nu$, then $L'=-B\nu w^{\nu-1}$ and $n=\nu$, whatever $a$ and $B$ are. Constant factors, such as the boundary length per unit area of a section, drop out.

## First contribution: leakage alone gives four-thirds

Take the Laplace transform in time, with $t$ as the unit of time and $c_s=1$. The crystal solution that vanishes far from the boundary is $c=c_b\,e^{-\sqrt p\,x/\sqrt{Dt}}$. Its slope at the face turns the boundary balance into

$$\frac{d^2c_b}{dw^2}=\sqrt p\,c_b ,\qquad c_b=\frac1p\,e^{-wp^{1/4}},$$

since the transform of the constant surface value is $1/p$. Integrating over $x/\sqrt{Dt}$ on one side multiplies $c_b$ by $1/\sqrt p$. Hence

$$G(w)=\frac1{2\pi i}\int p^{-3/2}\,e^{\,p-wp^{1/4}}\,dp ,$$

along a vertical line to the right of the origin.

At large $w$ the exponential controls the integral. Its exponent $\varphi=p-wp^{1/4}$ is stationary where $1=\tfrac w4p^{-3/4}$, that is, at

$$p_*=(w/4)^{4/3},\qquad w=4p_*^{3/4},\qquad \varphi(p_*)=p_*-4p_*=-3p_* .$$

The exponential factor alone is therefore $\exp[-3(w/4)^{4/3}]$, with exponent $4/3$ at every depth. The power has a simple origin: the decay rate in depth grows as $p^{1/4}$, and the stationary condition turns $1/4$ into $1/(1-1/4)=4/3$.

## Second contribution: the algebraic factor

The other factors vary slowly, but they enter the slope. At the stationary point

$$\varphi''=\frac{3w}{16}p_*^{-7/4}=\frac{3}{4p_*} .$$

With $p=p_*+is$, the Gaussian integral over $s$ gives $1/\sqrt{2\pi\varphi''}=\sqrt{2p_*/(3\pi)}$. Multiplying by $p_*^{-3/2}$,

$$G\simeq\sqrt{\frac{2}{3\pi}}\;\frac{e^{-3p_*}}{p_*}\qquad(w\to\infty).$$

Now $w\,dp_*/dw=\tfrac43p_*$, so $-wL'=4p_*+\tfrac43$. Because $n=d\ln|wL'|/d\ln w$,

$$n\simeq\frac43\,\frac{4p_*}{4p_*+4/3}=\frac{4p_*}{3p_*+1}.$$

The factor $1/p_*$ adds a steady loss that matters most where $p_*$ is small, and it lowers the exponent below $4/3$. The direction is right, but the size is poor at moderate depth: at $w=4$, where $p_*=1$, this formula gives $n=1$, while the numerically exact value for the leakage model is 1.166. The algebraic factor is strong enough there to move the stationary point itself, so it must be included when that point is located.

## Both contributions together

The leakage rate contains $\sqrt p$, which suggests the variable $u=\sqrt p$. With $dp=2u\,du$,

$$G=\frac1{\pi i}\int u^{-2}e^{\,u^2-w\sqrt u}\,du .$$

The old vertical line becomes the right-hand branch of a hyperbola, on which $\mathrm{Re}\,u^2$ is constant. It can be moved to a vertical line $\mathrm{Re}\,u>0$, because the integrand has no singularity in between. On the horizontal segments that join the two curves at large $|u|$, $\mathrm{Re}\,u^2$ is bounded above, the integrand is at most of order $|u|^{-2}$, and the length is of order $|u|$, so their contribution vanishes.

Place all factors in the exponent, $\psi=u^2-w\sqrt u-2\ln u$. Then

$$\psi'=2u-\frac{w}{2\sqrt u}-\frac2u=0 .$$

Multiplying by $u/2$ and writing $z=u^2$ for the stationary value,

$$z-1=\frac w4\,z^{1/4}.$$

Dividing by $z^{1/4}$ gives $z^{3/4}-z^{-1/4}=w/4$, whose left side increases with $z$. There is one root, starting at $z=1$ for $w=0$. The curvature is

$$\psi''=2+\frac w4u^{-3/2}+\frac2{u^2}
=2+\Big(1-\frac1z\Big)+\frac2z=3+\frac1z ,$$

where the stationary condition was used for the middle term. The Gaussian integral along $u=\sqrt z+iv$ gives

$$G\simeq\sqrt{\frac{2}{\pi(3+1/z)}}\;\frac{e^{\,z-wz^{1/4}}}{z}.$$

The curvature falls only from 4 at the surface to 3 at infinite depth. Over that entire range it changes $\ln G$ by $\tfrac12\ln\tfrac43\approx0.14$, so its derivative may be dropped. The rest is $\psi$ at its stationary point. Its total derivative with respect to $w$ equals the partial derivative at fixed $u$, since $\psi'=0$:

$$L'\simeq-\sqrt u=-z^{1/4}.$$

To find $n$, take the logarithm of the stationary condition, $\ln w=\ln4+\ln(z-1)-\tfrac14\ln z$, and differentiate:

$$\frac{d\ln w}{d\ln z}=\frac{z}{z-1}-\frac14=\frac{3z+1}{4(z-1)} .$$

Therefore

$$n\simeq1+\frac14\,\frac{4(z-1)}{3z+1}=\frac{4z}{3z+1}.$$

This gives $n=1$ at the surface and $n\to4/3$ far away. The surface value has a general reason: $G$ starts as a smooth function of $w$ with non-zero slope, so $wL''/L'$ vanishes there. The exponent must pass from 1 to $4/3$, and setting $4z/(3z+1)=6/5$ gives $20z=18z+6$, so

$$z=3,\qquad w=\frac{8}{3^{1/4}}\approx6.08 .$$

The exact crossing of the leakage model is at $w=5.75$. The comparison at other depths is as follows.

| $w$ | $n$ exact | $n$ saddle | $\log_{10}[G/G(0)]$ |
|---:|---:|---:|---:|
| 2 | 1.106 | 1.098 | −0.91 |
| 6 | 1.204 | 1.199 | −3.01 |
| 10 | 1.248 | 1.245 | −5.43 |
| 50 | 1.319 | 1.319 | −39.7 |

On the depths sampled between $w=0.1$ and 100, the largest error of the saddle formula in $n$ is 0.007, and the exact exponent rises throughout.

## Weighing the approach to four-thirds against the signal

The missing part of the exponent is

$$\frac43-n\simeq\frac{4(3z+1)-12z}{3(3z+1)}=\frac{4}{3(3z+1)},$$

which decays only as $1/z$. The signal decays exponentially in the same quantity. Since $wz^{1/4}=4(z-1)$,

$$\ln G\simeq-3z+4-\ln z+\tfrac12\ln\frac{2}{\pi(3+1/z)} .$$

Suppose one asks for $n=1.32$, short of $4/3$ by $1/75$. Then $3z+1=100$, $z=33$, and the signal contains a factor $e^{-99}$. The exact calculation puts this point at $w=53.1$, where the layer content has fallen by about 43 powers of ten. The far law is correct for the model, but the exponent reaches it where nothing can be counted.

## Why a straight line appears at six-fifths

Plot $L$ against $w^\nu$. The local slope of the plot, taken positive, is

$$S_\nu=\frac{-L'}{\nu w^{\nu-1}},\qquad \frac{d\ln S_\nu}{d\ln w}=(n-1)-(\nu-1)=n-\nu .$$

For $\nu=6/5$ the slope falls before the crossing and rises after it, so it has a minimum there. Near a minimum it changes only to second order, so a window of moderate width around the crossing, such as $w=2$ to 10, looks nearly straight. A window that reaches much deeper does not: the range from $w=5$ to 30 also contains the crossing, yet the power $4/3$ fits it better than $6/5$. For $\nu=4/3$ the slope falls throughout the window; for $\nu=1$ it rises throughout.

The sizes follow from $-L'\simeq z^{1/4}$. The stationary condition gives $z=1.559$, 2.969 and 4.676 at $w=2$, 6 and 10, hence $-L'\simeq1.117$, 1.313 and 1.471. The slopes are then:

- for $\nu=6/5$: 0.811, 0.764, 0.773;
- for $\nu=4/3$: 0.665, 0.542, 0.512;
- for $\nu=1$: 1.117, 1.313, 1.471.

From end to end these saddle values change by about 5% for six-fifths, 23% for four-thirds and 32% for the linear plot, each relative to its value at $w=2$. The exact slopes change by about 4%, 22% and 33%. The six-fifths slope has its minimum inside the window, so its full spread is slightly larger, about 5%.

Thus $6/5$ is an effective exponent of a crossover, tied to a range of depths. In a window wholly beyond the crossing, $n$ exceeds $6/5$ at every point and the six-fifths plot steepens all the way.

## The source changes the algebraic factor

If the algebraic factor causes the deviation from $4/3$, another source should move the crossing. Take a thin film with amount $K$ per unit area, no flux through the outer surface and no diffusion along that surface. The boundary then depletes the film near its mouth.

Use the cosine transform $\hat c=\int_0^\infty c\cos(ky)\,dy$, with $y$ in units of $\ell$. On the scale of $\ell$ the undisturbed film is a sheet at $y=0$. After the Laplace transform its contribution is $K/p$, and the boundary adds a part $A e^{-\sqrt p\,x/\sqrt{Dt}}$. With zero surface flux, the second derivative becomes $-k^2$, so the boundary balance reads

$$-k^2\Big(\frac Kp+A\Big)-\sqrt p\,A=0,$$

$$A=-\frac Kp\frac{k^2}{k^2+\sqrt p}=-\frac Kp+\frac Kp\frac{\sqrt p}{k^2+\sqrt p}.$$

The first term belongs to the sheet at $y=0$. Since the cosine transform of $e^{-aw}$ is $a/(k^2+a^2)$, the second term with $a=p^{1/4}$ is the transform of $Kp^{-3/4}e^{-wp^{1/4}}$. Integration across the crystal supplies another $p^{-1/2}$, so the layer amount has the factor $p^{-5/4}$ in place of $p^{-3/2}$.

For a general factor $p^{-m-1/2}$, the integrand in $u$ contains $u^{-2m}$. The same steps give

$$z-m=\frac w4z^{1/4},\qquad \psi''=3+\frac mz,\qquad n\simeq\frac{4z}{3z+m}.$$

Constant concentration is $m=1$; this film is $m=3/4$. The value $6/5$ occurs at $z=3m=9/4$, or $w=4(3/2)/(9/4)^{1/4}\approx4.90$. The exact crossing is at 4.59, nearer the surface than for constant concentration. The leakage exponential is identical in the two cases, so the shift comes from the algebraic factor. Fast supply along the surface would change the source condition, and this value of $m$ would not apply.

## Two neglected processes

**Bulk diffusion along the depth.** Its size relative to the term $p$ in the crystal equation is the squared decay rate times $Dt/\ell^2$:

$$\frac{Dt}{\ell^2}\frac{\sqrt p}{p}=\frac1{\beta\sqrt p},\qquad \beta=\frac{\ell^2}{Dt}=\frac{\delta D_b}{2D\sqrt{Dt}} .$$

For large $\beta$ this is small in the tail. Direct diffusion from the surface is a separate contribution, confined to depths of a few $\sqrt{Dt}$, and is removed before the tail is fitted.

**Storage in the boundary.** Restoring $\delta\,\partial c_b/\partial t$ changes the boundary equation to

$$\frac{d^2c_b}{dw^2}=(\sqrt p+\alpha p)c_b,\qquad \alpha=\frac{\delta}{2\sqrt{Dt}} .$$

The correction relative to leakage is $\alpha\sqrt p$. For $\alpha\ll1$ it is small at moderate $w$, but it grows with depth. Once it dominates, the exponent is $p-w\sqrt{\alpha p}$, stationary at $\sqrt p=w\sqrt\alpha/2$, with value

$$-\frac{\alpha w^2}{4}=-\frac{y^2}{4D_bt}.$$

This is the leading term of ordinary diffusion down the boundary, and its exponent is 2. Leakage has not stopped: at large $p$ the decay rate is $\sqrt{\sqrt p+\alpha p}\simeq\sqrt{\alpha p}+1/(2\sqrt\alpha)$, so leakage still adds $-w/(2\sqrt\alpha)$ to $\ln G$. That term is only linear in $w$, and the quadratic term outgrows it. Four-thirds is therefore the far exponent of the leakage model, while the equations with storage end with exponent 2. For $\alpha\ll1$ this is a formal limit: $\alpha\sqrt p>1$ means that the sideways length $\sqrt{Dt/p}$ is below $\delta/2$, about one atomic spacing for a real boundary, where the continuum description no longer holds.

The treatment also fails when the leaked profiles of neighbouring boundaries overlap. Their spacing must be large compared with $\sqrt{Dt}$.

## A worked profile

Take round model parameters, in SI units: $D=10^{-18}$ m²/s, $D_b=10^{-12}$ m²/s, $\delta=0.50$ nm and $t=10^5$ s. Then $\sqrt{Dt}=0.316$ μm, and

$$\alpha=\frac{0.50\times10^{-9}}{2(0.316\times10^{-6})}=7.9\times10^{-4},$$

$$\beta=\frac{5.0\times10^{-22}}{2\times10^{-18}(0.3162\times10^{-6})}=791,\qquad
\ell=\sqrt\beta\,\sqrt{Dt}=8.89\ \mu\text{m}.$$

The window $w=2$ to 10 covers depths from 17.8 to 88.9 μm, over which the signal falls by 4.5 powers of ten. The exact crossing lies inside it, at 51 μm.

Both neglected processes are small here. At $z=3$, $1/(\beta\sqrt z)\approx7\times10^{-4}$. The effect on $\ln G$ is this ratio times $z$, about $\sqrt z/\beta\approx0.002$, and it grows slowly with depth. At the three depths compared for each source, $w=2$, 5 and 8, the two-dimensional solution, which includes bulk diffusion along $y$ but not storage, differs from the leakage model by at most 0.0024 in $\ln G$. Storage raises $n$ at $w=6$ by only 0.0007. Much deeper it takes over in the equations: with storage included, $n$ is 1.332 at $w=10^2$, 1.354 at $10^3$, 1.72 at $10^5$ and 1.996 at $10^7$. These are depths of 0.89 mm, 8.9 mm, 0.89 m and 89 m, far beyond any measurable signal.

A synthetic, noise-free profile from this two-dimensional solution, without storage, was fitted with equal weight in $\ln q$. For constant surface concentration the root-mean-square misfits are 0.110 for power 1, 0.008 for $6/5$ and 0.077 for $4/3$. The best single power is 1.193. For the thin film it is 1.214, and $6/5$ again fits far better than the other two. A misfit of 0.077 is about 8% in concentration. It is a smooth bend, not scatter, so independent random errors of the same size do not hide it for long: in a test aimed at this bend, with $N$ sections spread over the window, it stands out by roughly $\sqrt N$ standard deviations, about three for ten sections at the centres of equal slices and nearly four if the ten points include both ends of the window. An error that itself varies smoothly with depth can still imitate or cancel the bend.

The choice still matters when $\delta D_b$ is extracted. If $L=a-bw^{6/5}$, the fitted slope against $y^{6/5}$ is $S=b\,\ell^{-6/5}$. Solving for $\ell^2$ and using its definition,

$$\delta D_b=2\sqrt{\frac Dt}\left(\frac bS\right)^{5/3}.$$

For constant surface concentration, the exact local slope at the crossing gives $b=0.7616$, a value meant for a window of moderate width around that crossing; used on $w=1$ to 4 or on $w=5$ to 30 it gives $\delta D_b$ too low by about 6% and 8%. The fit gives $S=8.810\times10^5$ m$^{-6/5}$, and $2\sqrt{D/t}=6.325\times10^{-12}$ m/s. Hence

$$\delta D_b=6.325\times10^{-12}\left(\frac{0.7616}{8.810\times10^5}\right)^{5/3}
=4.96\times10^{-22}\ \text{m}^3/\text{s},$$

which is 0.8% below the input $5.00\times10^{-22}$ m³/s.

The far law would instead use $b_\infty=3/4^{4/3}=0.4725$ with the slope against $y^{4/3}$, which is $2.948\times10^6$ m$^{-4/3}$:

$$\delta D_b=6.325\times10^{-12}\left(\frac{0.4725}{2.948\times10^6}\right)^{3/2}
=4.06\times10^{-22}\ \text{m}^3/\text{s}.$$

This is 19% below the input. The cause is visible in the local slopes: within the window the exact four-thirds slope falls from 0.66 to 0.51, still above its limit 0.4725. The steeper decline is then misread as a smaller $\ell$, and so as a smaller $\delta D_b$. The numerical output below gives the remaining comparisons.

## Computed results

```
D = 1.0e-18 m^2/s, Db = 1.0e-12 m^2/s
boundary width = 0.50 nm, time = 1.0e+05 s
bulk length sqrt(Dt) = 0.3162 micrometre
alpha = 7.906e-04, beta = 790.6 (dimensionless)
depth for w=1: 8.891 micrometre
fit window: 17.78 to 88.91 micrometre
log10 signal change across window = -4.519
constant source: w, z, n exact, n saddle, log10(G/G(0))
   1    1.2651 1.0608 1.0553    -0.439
   2    1.5587 1.1056 1.0984    -0.906
   4    2.2207 1.1659 1.1593    -1.914
   6    2.9690 1.2039 1.1987    -3.010
   8    3.7907 1.2294 1.2256    -4.183
  10    4.6763 1.2475 1.2446    -5.426
  20    9.8601 1.2906 1.2897   -12.498
  50   30.3359 1.3190 1.3188   -39.660
 100   74.4308 1.3274 1.3274   -97.499
n=6/5, constant source: exact w = 5.7526
n=6/5, constant source: saddle w = 6.0787
n=6/5 depth, exact = 51.15 micrometre
n=6/5, thin film: exact w = 4.5896
n=1.32 at w = 53.092, log10(G/G(0)) = -42.84
n at w=1e4 without storage = 1.333320
constant source: best fitted power = 1.1932
constant source: rms in ln q, powers 1, 6/5, 4/3 = 0.10971, 0.00785, 0.07748
thin film: best fitted power = 1.2135
thin film: rms in ln q, powers 1, 6/5, 4/3 = 0.11776, 0.00971, 0.06444
coefficient b at 6/5 crossing = 0.76157
far 4/3 coefficient = 0.47247
slope against y^(6/5) = 8.81008e+05 m^(-6/5)
slope against y^(4/3) = 2.94845e+06 m^(-4/3)
true delta*Db = 5.0000e-22 m^3/s
delta*Db from 6/5 rule = 4.9611e-22 m^3/s
delta*Db from far 4/3 rule = 4.0570e-22 m^3/s
relative errors: 6/5 -0.78 %, 4/3 -18.86 %
storage shift of n at w=6 = 6.78e-04
with storage: w = 1e+02, n = 1.3319
with storage: w = 1e+03, n = 1.3542
with storage: w = 1e+05, n = 1.7192
with storage: w = 1e+07, n = 1.9955
largest relative error against series = 2.1e-14
largest ln G error against time marching = 0.0030
full 2D solution: max shift ln G 0.00240, n 0.00005
max saddle error in n: constant 0.0073, film 0.0085
far-law error in ln G at p*=100: -0.00793
```
